# Tkatchenko-Scheffler scaling of polarizability, C6 and radius: derivation and assumptions: a numerical check

```python
"""
Result under test: the Tkatchenko-Scheffler rules for an atom in a molecule,
    alpha_eff = v alpha_free,  C6_eff = v^2 C6_free,  R_eff = v^(1/3) R_free,
with v = V_eff/V_free the ratio of Hirshfeld volumes, V = integral of r^3 n(r),
and the assumptions behind them.
alpha: static dipole polarizability; C6: coefficient of -1/R^6; eta: effective
frequency defined by C6 = (3/4) eta alpha^2; kappa = alpha/V.
Hartree atomic units. Part 1: one-electron atoms on a radial grid.
Part 2: SiH4 and its free atoms in Hartree-Fock theory.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, scf, dft, ao2mo

# Quadrature over imaginary frequency, mapped from (-1, 1) to (0, infinity)
nodes, node_weights = np.polynomial.legendre.leggauss(24)
freqs = 0.5 * (1 + nodes) / (1 - nodes)
freq_weights = node_weights * 1.0 / (1 - nodes) ** 2


def casimir_polder(alpha_a, alpha_b):
    return 3 / np.pi * np.sum(freq_weights * alpha_a * alpha_b)


def combine(alpha_a, c6_a, alpha_b, c6_b):
    return 2 * c6_a * c6_b / (alpha_b / alpha_a * c6_a + alpha_a / alpha_b * c6_b)


def effective_frequency(alpha, c6):
    return 4 * c6 / (3 * alpha ** 2)


# Combination rule against direct integration of two one-pole responses
a1, e1, a2, e2 = 10.0, 0.5, 3.0, 0.9
pole_integral = 3 / np.pi * quad(
    lambda w: a1 / (1 + (w / e1) ** 2) * a2 / (1 + (w / e2) ** 2), 0, np.inf)[0]
self_c6 = [3 / np.pi * quad(lambda w: (a / (1 + (w / e) ** 2)) ** 2, 0, np.inf)[0]
           for a, e in ((a1, e1), (a2, e2))]
assert abs(combine(a1, self_c6[0], a2, self_c6[1]) / pole_integral - 1) < 1e-6
assert abs(effective_frequency(a1, self_c6[0]) / e1 - 1) < 1e-6

# ---------------- Part 1: one-electron atoms ----------------
step = 0.02
r = step * np.arange(1, 1501)
CONTOUR = 0.002


def grid_atom(potential):
    """Ground s state and all p states by finite differences."""
    off = np.full(r.size - 1, -0.5 / step ** 2)
    diag = 1 / step ** 2 + potential(r)
    e_s, u_s = eigh_tridiagonal(diag, off, select='i', select_range=(0, 0))
    e_p, u_p = eigh_tridiagonal(diag + 1 / r ** 2, off)
    u0 = u_s[:, 0]
    gap = e_p - e_s[0]
    z2 = (u_p.T @ (r * u0)) ** 2 / 3
    dynamic = np.array([np.sum(2 * z2 * gap / (gap ** 2 + w ** 2)) for w in freqs])
    c6 = casimir_polder(dynamic, dynamic)
    c6_states = 6 * np.sum(np.outer(z2, z2) / (gap[:, None] + gap[None, :]))
    assert abs(c6 / c6_states - 1) < 1e-4
    density = u0 ** 2 / step / (4 * np.pi * r ** 2)
    near = r < 8
    return {
        'V': np.sum(r ** 3 * u0 ** 2),
        'alpha': np.sum(2 * z2 / gap),
        'C6': c6,
        'R95': np.interp(0.95, np.cumsum(u0 ** 2), r + step / 2),
        'Rcontour': np.interp(-np.log(CONTOUR), -np.log(density[near]), r[near]),
    }


def exponent(key, changed, reference):
    return (np.log(changed[key] / reference[key])
            / np.log(changed['V'] / reference['V']))


# Pure dilation: U(r) -> U(r/s)/s^2, solved on the same unscaled grid
def well(x):
    return -3 * np.exp(-x ** 2 / 4)


dilation = 0.85
well_free = grid_atom(well)
well_small = grid_atom(lambda x: well(x / dilation) / dilation ** 2)
dil = {k: exponent(k, well_small, well_free) for k in ('alpha', 'C6', 'R95', 'Rcontour')}
assert abs(well_small['V'] / well_free['V'] - dilation ** 3) < 2e-3
assert abs(dil['alpha'] - 4 / 3) < 5e-3
assert abs(dil['C6'] - 2) < 5e-3
assert abs(dil['R95'] - 1 / 3) < 5e-3
assert abs(dil['Rcontour'] - 1 / 3) > 0.05

print("One electron in a Gaussian well, length factor", dilation)
print(f"  V ratio {well_small['V'] / well_free['V']:.4f}")
print(f"  exponents against V: alpha {dil['alpha']:.4f}, C6 {dil['C6']:.4f}")
print(f"  exponents: R(95% charge) {dil['R95']:.4f}, R(fixed n) {dil['Rcontour']:.4f}")

# Squeezed hydrogen: not a pure dilation
hydrogen = grid_atom(lambda x: -1 / x)
assert abs(hydrogen['alpha'] - 4.5) < 0.01
assert abs(hydrogen['V'] - 7.5) < 0.02
eta_h = effective_frequency(hydrogen['alpha'], hydrogen['C6'])
print("Free hydrogen on the radial grid (a.u.)")
print(f"  V {hydrogen['V']:.3f}, alpha {hydrogen['alpha']:.3f}, C6 {hydrogen['C6']:.3f}")
print(f"  eta {eta_h:.4f} hartree, alpha*eta^2 {hydrogen['alpha'] * eta_h ** 2:.3f}")
print(f"  R(95%) {hydrogen['R95']:.3f} bohr, R(n={CONTOUR}) {hydrogen['Rcontour']:.3f} bohr")
for omega in (0.1, 0.2):
    squeezed = grid_atom(lambda x: -1 / x + 0.5 * omega ** 2 * x ** 2)
    p = {k: exponent(k, squeezed, hydrogen) for k in ('alpha', 'C6', 'R95', 'Rcontour')}
    assert squeezed['V'] < hydrogen['V']
    assert abs(p['alpha'] - 4 / 3) < abs(p['alpha'] - 1)
    assert abs(p['C6'] - 2) < 0.2
    assert abs(p['R95'] - 1 / 3) < 0.05
    assert p['Rcontour'] < 0.25
    eta_s = effective_frequency(squeezed['alpha'], squeezed['C6'])
    v = squeezed['V'] / hydrogen['V']
    kappa_ratio = squeezed['alpha'] / hydrogen['alpha'] / v
    print(f"Squeezed hydrogen, harmonic frequency {omega} hartree: V ratio {v:.4f}")
    print(f"  alpha {squeezed['alpha']:.3f}, C6 {squeezed['C6']:.3f}, eta {eta_s:.4f} (a.u.)")
    print(f"  ratios: kappa {kappa_ratio:.4f}, eta {eta_s / eta_h:.4f}, "
          f"eta*kappa^2 {eta_s / eta_h * kappa_ratio ** 2:.4f}")
    print(f"  exponents: alpha {p['alpha']:.3f}, C6 {p['C6']:.3f}, "
          f"R(95%) {p['R95']:.3f}, R(fixed n) {p['Rcontour']:.3f}")

# ---------------- Part 2: SiH4 ----------------
BASIS = 'aug-cc-pvdz'


def converge(mf):
    mf.conv_tol = 1e-10
    mf.max_cycle = 150
    mf.chkfile = None
    mf.kernel()
    assert mf.converged
    return mf


def response(mol, coeffs, energies, occupations):
    """Orientation-averaged TDHF polarizability: static, and at i*freqs."""
    eri = mol.intor('int2e', aosym='s8')
    position = mol.intor('int1e_r')
    spins = []
    for c, e, f in zip(coeffs, energies, occupations):
        filled = f > 0
        if filled.any():
            spins.append((c[:, filled], c[:, ~filled], e[filled], e[~filled]))
    rows_a, rows_b, dipoles = [], [], []
    for s, (occ, vir, e_occ, e_vir) in enumerate(spins):
        no, nv = occ.shape[1], vir.shape[1]
        row_a, row_b = [], []
        for t, (occ2, vir2, _, _) in enumerate(spins):
            direct = ao2mo.kernel(eri, (occ, vir, occ2, vir2), compact=False)
            direct = np.asarray(direct).reshape(no * nv, -1)
            a, b = direct.copy(), direct.copy()
            if s == t:
                oovv = ao2mo.kernel(eri, (occ, occ, vir, vir), compact=False)
                oovv = np.asarray(oovv).reshape(no, no, nv, nv)
                a -= oovv.transpose(0, 2, 1, 3).reshape(no * nv, no * nv)
                b -= direct.reshape(no, nv, no, nv).transpose(0, 3, 2, 1).reshape(
                    no * nv, no * nv)
                a += np.diag((e_vir[None, :] - e_occ[:, None]).ravel())
            row_a.append(a)
            row_b.append(b)
        rows_a.append(row_a)
        rows_b.append(row_b)
        dipoles.append(np.array([(occ.T @ x @ vir).ravel() for x in position]))
    a, b = np.block(rows_a), np.block(rows_b)
    d = np.hstack(dipoles).T
    plus, minus = a + b, a - b
    static = 2 / 3 * np.sum(d * np.linalg.solve(plus, d))
    product, source = minus @ plus, minus @ d
    unit = np.eye(len(d))
    dynamic = np.array([2 / 3 * np.sum(d * np.linalg.solve(product + w * w * unit, source))
                        for w in freqs])
    return static, dynamic


def density_at(mol, dm, points):
    ao = mol.eval_gto('GTOval_sph', points)
    return np.sum((ao @ dm) * ao, axis=1)


def free_atom(symbol, spin):
    mol = gto.M(atom=[[symbol, (0.0, 0.0, 0.0)]], basis=BASIS, spin=spin,
                unit='Bohr', verbose=0)
    mf = converge(scf.uhf.UHF(mol))
    static, dynamic = response(mol, mf.mo_coeff, mf.mo_energy, mf.mo_occ)
    dm = np.asarray(mf.make_rdm1()).sum(axis=0)
    # Spherical average of the density, stored as a spline of log n in sqrt(r)
    cosines, cos_weights = np.polynomial.legendre.leggauss(6)
    root = np.linspace(0, np.sqrt(30.0), 401)
    mean = np.zeros(root.size)
    for c, weight in zip(cosines, cos_weights):
        for phi in 2 * np.pi * np.arange(8) / 8:
            sine = np.sqrt(1 - c * c)
            direction = np.array([sine * np.cos(phi), sine * np.sin(phi), c])
            mean += weight / 16 * density_at(mol, dm, np.outer(root ** 2, direction))
    spline = CubicSpline(root, np.log(mean))
    volume = simpson(4 * np.pi * root ** 10 * mean * 2 * root, x=root)
    return {'alpha': static, 'C6': casimir_polder(dynamic, dynamic),
            'dynamic': dynamic, 'V': volume,
            'n': lambda x: np.exp(spline(np.sqrt(np.minimum(x, 30.0))))}


free = {'Si': free_atom('Si', 2), 'H': free_atom('H', 1)}
direct_pair = casimir_polder(free['Si']['dynamic'], free['H']['dynamic'])
rule_pair = combine(free['Si']['alpha'], free['Si']['C6'],
                    free['H']['alpha'], free['H']['C6'])
assert abs(rule_pair / direct_pair - 1) < 0.05

bond = 2.80
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) * bond / np.sqrt(3)
symbols = ['Si', 'H', 'H', 'H', 'H']
positions = np.vstack([np.zeros(3), corners])
silane = gto.M(atom=[[s, tuple(x)] for s, x in zip(symbols, positions)],
               basis=BASIS, unit='Bohr', verbose=0)
mf = converge(scf.RHF(silane))
alpha_direct, dynamic_direct = response(
    silane, (mf.mo_coeff,) * 2, (mf.mo_energy,) * 2, (mf.mo_occ,) * 2)
c6_direct = casimir_polder(dynamic_direct, dynamic_direct)

# Response code against the dipole induced by a finite static field
z_matrix = silane.intor('int1e_r')[2]
core = mf.get_hcore()


def induced_dipole(field):
    in_field = scf.RHF(silane)
    in_field.get_hcore = lambda *args: core + field * z_matrix
    converge(in_field)
    return -np.sum(np.asarray(in_field.make_rdm1()) * z_matrix)


alpha_field = (induced_dipole(0.002) - induced_dipole(-0.002)) / 0.004
assert abs(alpha_field / alpha_direct - 1) < 2e-3

# Hirshfeld volumes
grids = dft.gen_grid.Grids(silane)
grids.level = 3
grids.build()
density = density_at(silane, np.asarray(mf.make_rdm1()), grids.coords)
distances = [np.linalg.norm(grids.coords - x, axis=1) for x in positions]
parts = [free[s]['n'](x) for s, x in zip(symbols, distances)]
promolecule = np.sum(parts, axis=0)
ratios, populations = [], []
for s, x, part in zip(symbols, distances, parts):
    share = part / promolecule
    populations.append(np.sum(grids.weights * share * density))
    ratios.append(np.sum(grids.weights * x ** 3 * share * density) / free[s]['V'])
    # The promolecule must return the free volume
    back = np.sum(grids.weights * x ** 3 * share * promolecule)
    assert abs(back / free[s]['V'] - 1) < 0.01
assert abs(sum(populations) - 18) < 0.01
assert np.ptp(ratios[1:]) < 2e-3
v_ratio = {'Si': ratios[0], 'H': np.mean(ratios[1:])}

scaled = {s: (v_ratio[s] * free[s]['alpha'], v_ratio[s] ** 2 * free[s]['C6'])
          for s in free}
unscaled = {s: (free[s]['alpha'], free[s]['C6']) for s in free}


def molecular_sum(atoms):
    alpha = sum(atoms[s][0] for s in symbols)
    c6 = sum(combine(*atoms[s], *atoms[t]) for s in symbols for t in symbols)
    return alpha, c6


alpha_ts, c6_ts = molecular_sum(scaled)
alpha_un, c6_un = molecular_sum(unscaled)
alpha_43 = sum(v_ratio[s] ** (4 / 3) * free[s]['alpha'] for s in symbols)
assert abs(alpha_ts - alpha_direct) < abs(alpha_un - alpha_direct)
assert abs(c6_ts - c6_direct) < abs(c6_un - c6_direct)

print(f"SiH4, Hartree-Fock/{BASIS}, Si-H distance {bond:.2f} bohr")
for s, population, charge in (('Si', populations[0], 14), ('H', populations[1], 1)):
    atom = free[s]
    print(f"{s} free (a.u.): V {atom['V']:.2f}, alpha {atom['alpha']:.3f}, "
          f"C6 {atom['C6']:.3f}, eta {effective_frequency(atom['alpha'], atom['C6']):.4f}")
    print(f"{s} in SiH4: Hirshfeld charge {charge - population:+.3f} e, "
          f"V {v_ratio[s] * atom['V']:.2f} a.u., v {v_ratio[s]:.4f}")
    print(f"  scaled: alpha {scaled[s][0]:.3f} a.u., C6 {scaled[s][1]:.3f} a.u., "
          f"radius factor {v_ratio[s] ** (1 / 3):.4f}")
print(f"Free Si-H pair C6: integral {direct_pair:.3f}, "
      f"combination rule {rule_pair:.3f} a.u.")
print(f"Scaled Si-H pair C6 {combine(*scaled['Si'], *scaled['H']):.3f} a.u.")
print(f"SiH4 alpha from finite field {alpha_field:.3f} a.u.")
print(f"SiH4 alpha: direct {alpha_direct:.3f}, scaled sum {alpha_ts:.3f}, "
      f"unscaled sum {alpha_un:.3f} a.u.")
print(f"SiH4 alpha sum with v^(4/3) in place of v: {alpha_43:.3f} a.u.")
print(f"SiH4 C6: direct {c6_direct:.2f}, scaled sum {c6_ts:.2f}, "
      f"unscaled sum {c6_un:.2f} a.u.")
print(f"Scaled sum over direct: alpha {alpha_ts / alpha_direct:.3f}, "
      f"C6 {c6_ts / c6_direct:.3f}")
print(f"Unscaled sum over direct: alpha {alpha_un / alpha_direct:.3f}, "
      f"C6 {c6_un / c6_direct:.3f}")
bohr = constants.physical_constants['Bohr radius'][0] * 1e10
hartree = constants.physical_constants['Hartree energy in eV'][0]
print(f"Scaled sums converted: alpha {alpha_ts * bohr ** 3:.3f} angstrom^3, "
      f"C6 {c6_ts * hartree * bohr ** 6:.1f} eV angstrom^6")
print("done: every assertion held")
```

Running it gives:

```
One electron in a Gaussian well, length factor 0.85
  V ratio 0.6141
  exponents against V: alpha 1.3333, C6 1.9999
  exponents: R(95% charge) 0.3333, R(fixed n) 0.2077
Free hydrogen on the radial grid (a.u.)
  V 7.502, alpha 4.501, C6 6.502
  eta 0.4278 hartree, alpha*eta^2 0.824
  R(95%) 3.148 bohr, R(n=0.002) 2.535 bohr
Squeezed hydrogen, harmonic frequency 0.1 hartree: V ratio 0.8595
  alpha 3.689, C6 4.926, eta 0.4827 (a.u.)
  ratios: kappa 0.9535, eta 1.1282, eta*kappa^2 1.0256
  exponents: alpha 1.315, C6 1.833, R(95%) 0.344, R(fixed n) 0.078
Squeezed hydrogen, harmonic frequency 0.2 hartree: V ratio 0.6574
  alpha 2.597, C6 2.978, eta 0.5887 (a.u.)
  ratios: kappa 0.8778, eta 1.3759, eta*kappa^2 1.0601
  exponents: alpha 1.311, C6 1.861, R(95%) 0.350, R(fixed n) 0.098
SiH4, Hartree-Fock/aug-cc-pvdz, Si-H distance 2.80 bohr
Si free (a.u.): V 103.92, alpha 37.358, C6 310.795, eta 0.2969
Si in SiH4: Hirshfeld charge +0.333 e, V 77.29 a.u., v 0.7437
  scaled: alpha 27.784 a.u., C6 171.908 a.u., radius factor 0.9060
H free (a.u.): V 7.58, alpha 4.294, C6 6.334, eta 0.4580
H in SiH4: Hirshfeld charge -0.083 e, V 5.78 a.u., v 0.7626
  scaled: alpha 3.275 a.u., C6 3.684 a.u., radius factor 0.9136
Free Si-H pair C6: integral 43.500, combination rule 43.348 a.u.
Scaled Si-H pair C6 24.586 a.u.
SiH4 alpha from finite field 30.003 a.u.
SiH4 alpha: direct 30.001, scaled sum 40.884, unscaled sum 54.535 a.u.
SiH4 alpha sum with v^(4/3) in place of v: 37.141 a.u.
SiH4 C6: direct 318.90, scaled sum 427.53, unscaled sum 758.92 a.u.
Scaled sum over direct: alpha 1.363, C6 1.341
Unscaled sum over direct: alpha 1.818, C6 2.380
Scaled sums converted: alpha 6.058 angstrom^3, C6 255.5 eV angstrom^6
done: every assertion held
```
